# Macroscopic dielectric function from the inverse matrix, and Clausius-Mossotti

## The situation

Visible light in a crystal has a wavelength of hundreds of lattice constants, yet the field that acts on an electron is not smooth on that scale. Each cell is polarized, and its induced charge produces fields that vary inside the cell. An optical measurement records the smooth part of the field, while the electrons respond to all of it. How does the dielectric function of the smooth field follow from the microscopic response, and when does it reduce to the old formula for a lattice of polarizable atoms?

Hartree atomic units with Gaussian electrostatics are used. The crystal is an insulator of volume \(\mathcal V\), with \(N\) cells of volume \(\Omega\). Write \(\mathbf K=\mathbf q+\mathbf G\), with \(\mathbf G\) a reciprocal-lattice vector and \(\mathbf q\) small, and \(v(K)=4\pi/K^2\). A perturbation is the potential energy of an electron,

\[
V(\mathbf r,t)=\sum_{\mathbf G}V(\mathbf K)\,e^{i\mathbf K\cdot\mathbf r-i\omega t},
\]

where \(\omega\) has a small positive imaginary part. The electron has charge \(-1\), so the electric field is \(\mathbf E=+\nabla V\), with components \(i\mathbf K V(\mathbf K)\). Retardation inside a cell is neglected.

The treatment is the random-phase approximation (RPA): electrons respond independently to the external potential plus the electrostatic potential of the induced density. The response of exchange and correlation is left out.

## Independent electrons in a given total field

The one-electron density matrix obeys \(i\dot\rho=[H+V,\rho]\). Put \(\rho=\rho_0+\delta\rho\), where \(\rho_0\) commutes with \(H\), and keep first order:

\[
\omega\,\delta\rho=[H,\delta\rho]+[V,\rho_0].
\]

Take the matrix element between \(\langle n'\mathbf k+\mathbf q|\) and \(|n\mathbf k\rangle\), with energies \(E'\), \(E\) and occupations \(f'\), \(f\). The first commutator gives \((E'-E)\delta\rho_{n'n}\), the second \(V_{n'n}(f-f')\). Hence

\[
\delta\rho_{n'n}=\frac{f-f'}{\omega+E-E'}\,V_{n'n}.
\]

The induced density is \(\delta n(\mathbf K)=(2/\mathcal V)\,\mathrm{Tr}[\delta\rho\,e^{-i\mathbf K\cdot\mathbf r}]\), the 2 counting spin. Inserting \(V\) gives \(\delta n(\mathbf K)=\sum_{\mathbf G'}\chi^0_{\mathbf G\mathbf G'}V(\mathbf K')\), with the Adler-Wiser response

\[
\chi^0_{\mathbf G\mathbf G'}=\frac2{\mathcal V}\sum_{nn'\mathbf k}\frac{f-f'}{\omega+E-E'}
\langle n\mathbf k|e^{-i\mathbf K\cdot\mathbf r}|n'\mathbf k{+}\mathbf q\rangle
\langle n'\mathbf k{+}\mathbf q|e^{i\mathbf K'\cdot\mathbf r}|n\mathbf k\rangle .
\]

For a one-dimensional test crystal at a complex frequency, this sum agreed with a direct solution of the Liouville equation to rounding error.

## Screening and the macroscopic average

The potential in the last section is the total one. Electrons repel each other, so the induced density adds \(+v\,\delta n\):

\[
V_{\rm tot}(\mathbf K)=V_{\rm ext}(\mathbf K)+v(K)\sum_{\mathbf G'}\chi^0_{\mathbf G\mathbf G'}V_{\rm tot}(\mathbf K').
\]

Moving the last term to the left defines the dielectric matrix,

\[
\sum_{\mathbf G'}\varepsilon_{\mathbf G\mathbf G'}V_{\rm tot}(\mathbf K')=V_{\rm ext}(\mathbf K),\qquad
\varepsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}-v(K)\chi^0_{\mathbf G\mathbf G'} .
\]

The applied potential is smooth and has one component, \(V_{\rm ext}(\mathbf q)\). Therefore

\[
V_{\rm tot}(\mathbf q+\mathbf G)=[\varepsilon^{-1}]_{\mathbf G0}\,V_{\rm ext}(\mathbf q).
\]

The total potential has components at every \(\mathbf G\). Now average the field over a cell. The factor \(e^{i\mathbf G\cdot\mathbf r}\) with \(\mathbf G\neq0\) averages to zero, and the slow factor \(e^{i\mathbf q\cdot\mathbf r}\) changes this by a relative amount of order \(q\) times the cell size. As \(q\to0\) the component \(\mathbf G=0\) remains. For a longitudinal field, \(D\) is the field of the external charge, \(i\mathbf qV_{\rm ext}\), and the averaged field is \(i\mathbf qV_{\rm tot}(\mathbf q)\). Their ratio is

\[
\boxed{\;\varepsilon_M(\omega)=\lim_{q\to0}\frac{V_{\rm ext}(\mathbf q)}{V_{\rm tot}(\mathbf q)}=\lim_{q\to0}\frac1{[\varepsilon^{-1}(\mathbf q,\omega)]_{00}}\;}
\]

The order of operations matters. The element \(\varepsilon_{00}\) is the ratio of the smooth components, \(V_{\rm ext}(\mathbf q)/V_{\rm tot}(\mathbf q)\), if the total potential is *forced* to be smooth. That would take an external potential with short-wave parts of its own. In the experiment the external potential is smooth, and the total one adjusts itself.

To see the difference, let \(c_{\mathbf G}=[\varepsilon^{-1}]_{\mathbf G0}\) and let \(B\) be the block of \(\varepsilon\) with \(\mathbf G,\mathbf G'\ne0\). The first column of \(\varepsilon\varepsilon^{-1}=1\) reads

\[
\varepsilon_{00}c_0+\sum_{\mathbf G\ne0}\varepsilon_{0\mathbf G}c_{\mathbf G}=1,\qquad
\varepsilon_{\mathbf G0}c_0+\sum_{\mathbf G'\ne0}B_{\mathbf G\mathbf G'}c_{\mathbf G'}=0 .
\]

Solving the second for \(c_{\mathbf G}\) and dividing the first by \(c_0\),

\[
\varepsilon_M=\varepsilon_{00}-\sum_{\mathbf G,\mathbf G'\ne0}\varepsilon_{0\mathbf G}\,[B^{-1}]_{\mathbf G\mathbf G'}\,\varepsilon_{\mathbf G'0}\qquad(q\to0).
\]

The second term is the local-field correction. It survives the limit: in an insulator the interband elements of \(e^{-i\mathbf q\cdot\mathbf r}\) are of order \(q\), so \(\varepsilon_{0\mathbf G}\sim q/q^2\) and \(\varepsilon_{\mathbf G0}\sim q\), with a finite product.

At \(\omega=0\) its sign is fixed. Rescaling by \(v^{-1/2}\) on the left and \(v^{1/2}\) on the right leaves diagonal elements and the correction unchanged, and turns \(\varepsilon\) into the Hermitian matrix \(1-v^{1/2}\chi^0v^{1/2}\). In the static sum \((f-f')/(E-E')\le0\), so \(-\chi^0\) is positive semidefinite. The rescaled \(B\) is then positive definite, the subtracted term is nonnegative, and \(\varepsilon_M\le\varepsilon_{00}\). Letting the short-wave part of the potential adjust can only weaken the static screening. The argument also holds at frequencies below the lowest transition energy, where every term of the sum keeps its sign. Above it some denominators change sign and the argument lapses.

The test crystal, a ring of six cells, layered and without inversion symmetry, shows the size of the effect at its finite wavevector (a dense \(k\)-mesh at the same \(q\) raises both numbers by about 0.0005): \(\varepsilon_{00}=2.029\), but \(1/[\varepsilon^{-1}]_{00}=1.803\). Self-consistent Hartree calculations with a weak applied potential gave the second value, and they reproduced the column \([\varepsilon^{-1}]_{\mathbf G0}\) for all seven reciprocal-lattice vectors kept in the matrix.

## Electrons that stay on their sites

Let the orbitals \(w_n\) of neighbouring sites not overlap. The bands are flat, and Bloch states are \(N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}w_n(\mathbf r-\mathbf R)\). In the matrix element of \(e^{-i\mathbf K\cdot\mathbf r}\) between \(\mathbf k\) and \(\mathbf k+\mathbf q\), only terms with both orbitals on the same site remain. Their phase is \(e^{i\mathbf q\cdot\mathbf R}e^{-i\mathbf K\cdot\mathbf R}=e^{-i\mathbf G\cdot\mathbf R}=1\), so the \(N\) equal terms cancel the normalization \(1/N\).

Let one orbital per site be doubly occupied, with real excited orbitals \(s\) at energy \(\omega_s\) above it, and define \(\rho_s(\mathbf K)=\int w_0\,e^{-i\mathbf K\cdot\mathbf r}\,w_s\,d^3r\). The sum over \(\mathbf k\) gives a factor \(N\), and \(2N/\mathcal V=2/\Omega\). Each transition occurs twice, once with \(|n\mathbf k\rangle\) occupied and once with \(|n'\mathbf k+\mathbf q\rangle\) occupied:

\[
\chi^0_{\mathbf G\mathbf G'}=\frac2\Omega\sum_s\rho_s(\mathbf K)\rho_s^*(\mathbf K')\left[\frac1{\omega-\omega_s}-\frac1{\omega+\omega_s}\right]
=\frac1\Omega\sum_s\frac{4\omega_s}{\omega^2-\omega_s^2}\,\rho_s(\mathbf K)\rho_s^*(\mathbf K').
\]

This form agreed with the full Bloch sum for a chain of deep wells.

Now let each site be a fixed isotropic harmonic well of frequency \(\omega_0\), understood as an effective potential, and keep only the three transitions to its first excited level. With \(x_0^2=1/(2\omega_0)\), the ground-state density is a Gaussian whose Fourier transform is \(f(K)=e^{-K^2x_0^2/2}\), and the excited orbitals are \(w_i=(r_i/x_0)w_0\). A factor \(r_i\) acts as \(i\,\partial/\partial K_i\), so

\[
\rho_i(\mathbf K)=\frac i{x_0}\frac{\partial f}{\partial K_i}=-iK_ix_0f(K).
\]

The product \(\rho_i\rho_i^*\) brings \(x_0^2\), and \(4\omega_0x_0^2=2\). Thus

\[
\chi^0_{\mathbf G\mathbf G'}=-\frac{\alpha_0}\Omega\,\mathbf K\cdot\mathbf K'\,f(K)f(K'),\qquad
\alpha_0(\omega)=\frac2{\omega_0^2-\omega^2}.
\]

The bare polarizability \(\alpha_0\) is that of two charges on springs, driven by the *total* field.

## Solving the lattice

Because \(\chi^0\) is a sum of three products, the infinite matrix problem reduces to one for a three-component vector. Define the total field averaged over the ground-state density of a site, and the dipole it drives:

\[
\mathbf F=i\sum_{\mathbf G}\mathbf K f(K)V_{\rm tot}(\mathbf K),\qquad \mathbf p=\alpha_0\mathbf F .
\]

Then \(\delta n(\mathbf K)=-(\alpha_0/\Omega)f\,\mathbf K\cdot(\mathbf F/i)=(i/\Omega)f(K)\,\mathbf K\cdot\mathbf p\). This is the density of a polarization: the charge \(-\delta n\) equals \(-i\mathbf K\cdot\mathbf P\).

Insert \(V_{\rm tot}=V_{\rm ext}+v\,\delta n\) into \(\mathbf F\). The two factors \(i\) give a minus sign, and \(K^{-2}\) turns the vectors into unit vectors:

\[
\mathbf F=\mathbf F_{\rm ext}-S\mathbf p,\qquad
S=\frac{4\pi}\Omega\sum_{\mathbf G}\hat{\mathbf K}\hat{\mathbf K}\,f(K)^2,
\]

with \(\mathbf F_{\rm ext}=i\mathbf qf(q)V_{\rm ext}(\mathbf q)\). Since \(\mathbf F=\alpha_0^{-1}\mathbf p\), the dipole is \(\mathbf p=(\alpha_0^{-1}+S)^{-1}\mathbf F_{\rm ext}\). The smooth component of the total potential is \(V_{\rm ext}(\mathbf q)+(4\pi/q^2)(i/\Omega)f(q)\,\mathbf q\cdot\mathbf p\). With \(f(q)\to1\),

\[
[\varepsilon^{-1}]_{00}=1-\frac{4\pi}\Omega\,\hat{\mathbf q}\cdot(\alpha_0^{-1}+S)^{-1}\cdot\hat{\mathbf q}.
\]

## What the lattice sum contains

The term \(\mathbf G=0\) of \(S\) is \((4\pi/\Omega)\hat{\mathbf q}\hat{\mathbf q}\). For the rest, cubic symmetry makes \(\sum\hat G_i\hat G_jf^2\) proportional to \(\delta_{ij}\), and its trace fixes the factor:

\[
\sum_{\mathbf G\neq0}\hat G_i\hat G_jf^2=\frac{\delta_{ij}}3\sum_{\mathbf G\ne0}f^2=\frac{\delta_{ij}}3\Big(\sum_{\mathbf G}f^2-1\Big).
\]

The complete sum follows from Poisson's formula and a Gaussian integral:

\[
\frac1\Omega\sum_{\mathbf G}e^{-G^2x_0^2}=\sum_{\mathbf R}\int\!\frac{d^3K}{(2\pi)^3}\,e^{-K^2x_0^2+i\mathbf K\cdot\mathbf R}
=\frac1{8\pi^{3/2}x_0^3}\sum_{\mathbf R}e^{-R^2/4x_0^2}.
\]

Multiply by \(4\pi/3\) and separate \(\mathbf R=0\):

\[
S=\frac{4\pi}\Omega\Big(\hat{\mathbf q}\hat{\mathbf q}-\frac13\Big)+s(1+\sigma),\quad
s=\frac1{6\sqrt\pi\,x_0^3},\quad
\sigma=\sum_{\mathbf R\ne0}e^{-R^2/4x_0^2}.
\]

The term \(s\) belongs to a single site. For one isolated well the derivation of \(\mathbf F\) is the same, with \((1/\Omega)\sum_{\mathbf G}\) replaced by \(\int d^3K/(2\pi)^3\), and the tensor becomes \(s\) times the unit matrix. So \(\mathbf p=\alpha_0(\mathbf F_{\rm ext}-s\mathbf p)\), and the isolated site responds to an *external* field with

\[
\frac1\alpha=\frac1{\alpha_0}+s .
\]

This \(\alpha\) is the polarizability of the free site at the same mean-field level. The term \(\sigma\) measures the overlap of neighbouring clouds.

## Clausius-Mossotti

Neglect \(\sigma\) and let \(y=4\pi\alpha/(3\Omega)\). Acting on \(\hat{\mathbf q}\), the bracket \(\hat{\mathbf q}\hat{\mathbf q}-1/3\) gives \(2/3\), so \(\alpha_0^{-1}+S\) has the eigenvalue \(1/\alpha+8\pi/(3\Omega)=(1+2y)/\alpha\). Then

\[
[\varepsilon^{-1}]_{00}=1-\frac{3y}{1+2y}=\frac{1-y}{1+2y},\qquad \varepsilon_M=\frac{1+2y}{1-y}.
\]

From this \(\varepsilon_M-1=3y/(1-y)\) and \(\varepsilon_M+2=3/(1-y)\), and their ratio is

\[
\boxed{\;\frac{\varepsilon_M-1}{\varepsilon_M+2}=\frac{4\pi\alpha(\omega)}{3\Omega}\;}
\]

The dipole equation shows the physics. With \(\mathbf P=\mathbf p/\Omega\) it reads

\[
\alpha^{-1}\mathbf p=\big[\mathbf F_{\rm ext}-4\pi\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P)\big]+\frac{4\pi}3\mathbf P .
\]

The bracket is the macroscopic field: external field plus the smooth field of the polarization. The last term is the Lorentz field, and its \(1/3\) is the \(\mathbf G=0\) term missing from the short-wave sum. The relation between \(\mathbf P\) and the macroscopic field does not contain \(\hat{\mathbf q}\), so the same \(\varepsilon_M\) serves transverse light.

For a dilute lattice, \(\varepsilon_M-1=3y+3y^2+\dots\). The first term is the sum of independent dipoles, and the second is the leading Lorentz enhancement.

As \(y\to1\) the formula diverges. In the oscillator model with overlap kept, this does not happen in the static case: the transverse eigenvalue of \(S\) is \((4\pi/3\Omega)\sum_{\mathbf G\ne0}f^2\ge0\), so \(\alpha_0^{-1}+S\) stays positive. The divergence lies where \(\sigma\) may no longer be dropped. There the flat-band assumption is also in doubt.

## Frequencies

Since \(1/\alpha_0=(\omega_0^2-\omega^2)/2\), the free site has \(1/\alpha=(\omega_a^2-\omega^2)/2\) with \(\omega_a^2=\omega_0^2+2s\). Put \(y=8\pi/[3\Omega(\omega_a^2-\omega^2)]\) into \(\varepsilon_M\) and multiply numerator and denominator by \(\omega_a^2-\omega^2\):

\[
\varepsilon_M(\omega)=\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2},\quad
\omega_T^2=\omega_a^2-\frac{8\pi}{3\Omega},\quad
\omega_L^2=\omega_a^2+\frac{16\pi}{3\Omega}.
\]

Light is absorbed at the pole \(\omega_T\), below the resonance of the free site, because the Lorentz field helps the displacement. At the zero \(\omega_L\) a longitudinal oscillation sustains itself. The difference \(\omega_L^2-\omega_T^2=8\pi/\Omega\) is the squared plasma frequency of two electrons per cell. For \(\omega\) far above the resonances \(\varepsilon_M\to1-8\pi/(\Omega\omega^2)\). Neither \(s\) nor the Lorentz field enters this leading term: fast electrons respond as free ones.

## A worked lattice

Take round model parameters: an fcc lattice with \(a=18\) bohr, so \(\Omega=a^3/4=1458\) bohr³, and wells with \(\omega_0=0.125\) hartree, so \(x_0=2\) bohr. In the static case

\[
\alpha_0=\frac2{0.125^2}=128\ \text{bohr}^3,\qquad s=\frac1{6\sqrt\pi\cdot 8}=0.01175\ \text{bohr}^{-3},
\]
\[
\frac1\alpha=0.0078125+0.0117539=0.0195664\ \text{bohr}^{-3},\qquad \alpha=51.11\ \text{bohr}^3 .
\]

In the RPA the self-field reduces the polarizability by more than half. For two electrons in one orbital, half of \(s\) is the action of each electron on itself, which exchange would cancel; with \(s/2\) the site would have \(\alpha=73\) bohr³. The RPA value is kept below. Then \(y=4\pi(51.11)/(3\cdot1458)=0.1468\), and

\[
\varepsilon_M=\frac{1+0.2937}{1-0.1468}=1.516 .
\]

Numerical inversion of the large dielectric matrix gives 1.5161 against 1.5163 from the formula. Within this matrix the small difference is the Coulomb overlap of the clouds: adding \(s\sigma\) to \(1/\alpha\) reproduced the inversion in the tests for fcc, bcc and simple cubic lattices of the same \(\Omega\). The matrix itself assumes flat bands, and these parameters do not justify that. With neighbours at \(R=12.7\) bohr, the excited orbitals along the bond overlap by \((1-R^2/4x_0^2)\,e^{-R^2/8x_0^2}=-0.058\), and their level \(5\omega_0/2=0.3125\) hartree almost reaches the saddle between two wells, \(\omega_0^2R^2/8=0.316\) hartree. A periodic potential built from these wells has dispersing bands and, with all its transitions, an \(\varepsilon_M\) near 1.8. The numbers here illustrate the site model, not such a crystal.

Other combinations show what each ingredient does. Without local fields, \(\varepsilon_{00}=1+4\pi\alpha_0/\Omega=2.103\). With the self-field but no Lorentz field, \(1+4\pi\alpha/\Omega=1.440\). Putting the bare \(\alpha_0\) into Clausius-Mossotti gives 2.745, because the Lorentz enhancement is then applied to a site that lacks its own depolarization. Here the local-field correction to \(\varepsilon_{00}\) consists of two opposing parts, and the self-field is the larger.

The frequencies are \(\omega_a=0.1978\) hartree (5.38 eV), \(\omega_T=0.1827\) hartree (4.97 eV) and \(\omega_L=0.2250\) hartree (6.12 eV). As a check, \((0.2250/0.1827)^2=1.52\), the static \(\varepsilon_M\). Without local fields the absorption would sit at the bare 0.125 hartree.

## Where the relation stops

**Symmetry.** In a tetragonal lattice with \(c/a=1.2\) and the same \(\Omega\), the short-wave sum no longer has one third of its trace in each direction. Matrix inversion gives 1.539 along \(x\) and 1.473 along \(z\), so one scalar formula cannot hold.

**More transitions.** A real site has more than three. Outside a site its field depends on its multipole moments, so if sites do not overlap and dipoles dominate, the dipole equation above holds with \(\alpha\) the full polarizability of the free site. With all 19 transitions of up to three quanta, \(\alpha\) rises to 54.20 bohr³. This is not yet the limit, which higher quanta bring to 54.54 bohr³, and at 18 bohr these levels lie above the saddle between wells, so the comparison below is internal to the truncated site model. Clausius-Mossotti then gives 1.5533, and inversion gives 1.5529.

**Higher multipoles.** At \(q\to0\) the dipoles at \(\mathbf R\) and \(-\mathbf R\) are equal, and their joint field is even about the central site. It has no gradient there to induce a quadrupole. Its second derivatives, proportional to \(R^{-5}\), induce an octupole, which acts back on the dipoles with another \(R^{-5}\). The same dipole-octupole coupling enters both times, so it appears squared, multiplied by the static octupole polarizability, which is positive. The effective polarizability should therefore exceed \(\alpha\) by a relative amount falling as \(a^{-10}\). Deviations of \(1.6\times10^{-6}\) at 28 bohr and \(1.3\times10^{-7}\) at 36 bohr give a power of 10.0.

At 18 bohr the deviation is \(-5.8\times10^{-4}\), of opposite sign, whereas the tenth-power law would give about \(+1.3\times10^{-4}\). Overlap is the likely cause, since in the three-transition model it lowers the effective polarizability; for the 19 transitions this was not separated out.

**Itinerant electrons.** When orbitals overlap strongly, the bands disperse and the response no longer splits into sites. The boxed expression for \(\varepsilon_M\) still holds for an insulator in the RPA, but the matrix must be built from Bloch states. In a metal, transitions within a band make the limit depend on how \(q\) and \(\omega\) approach zero, and the estimates used here for small \(q\) have to be redone. The values behind these comparisons are in the numerical output below.

## Table of computed values

```
ONE-DIMENSIONAL TEST CRYSTAL
lattice constant 6.0 bohr, area per chain 30.0 bohr^2
wavevector q = 0.17453 1/bohr
Adler-Wiser vs Liouville, relative error: 7.3e-15
inverse-matrix column vs Hartree, error: 7.6e-09
eps_00(q) = 2.02941
1/[eps^-1]_00(q) = 1.80349
eps_M(q) from self-consistent Hartree = 1.80349
Bloch sum vs site transitions, relative error: 6.3e-08
OSCILLATOR LATTICE (fcc)
w0 = 0.1250 hartree, x0 = 2.0000 bohr
a = 18.0 bohr, Omega = 1458.0 bohr^3
bare alpha0 = 128.000 bohr^3
self-field s = 0.011754 1/bohr^3
site alpha = 51.1079 bohr^3
4 pi alpha/(3 Omega) = 0.14683
Lorentz factor from lattice sum = 0.333333
eps_00, no local fields = 2.10322
eps_M, Clausius-Mossotti with alpha = 1.51630
Clausius-Mossotti with bare alpha0 = 2.74488
1 + 4 pi alpha/Omega, no Lorentz field = 1.44049
eps_M by matrix inversion, fcc: 1.51613, overlap 4.81e-04
eps_M by matrix inversion, bcc: 1.51609, overlap 5.77e-04
eps_M by matrix inversion, sc: 1.51560, overlap 1.94e-03
tetragonal c/a = 1.2: eps_M along x = 1.53923
tetragonal c/a = 1.2: eps_M along z = 1.47279
FREQUENCIES (overlap neglected)
isolated site: 0.19782 hartree = 5.383 eV
transverse: 0.18272 hartree = 4.972 eV
longitudinal: 0.22500 hartree = 6.123 eV
eps_M at 0.10 hartree, matrix = 1.73671
eps_M at 0.10 hartree, closed formula = 1.73707
ALL TRANSITIONS UP TO THREE QUANTA
number of site transitions = 19
site alpha = 54.2002 bohr^3
eps_M by inversion, a = 18 bohr: 1.55292
Clausius-Mossotti with this alpha: 1.55331
relative deviation of alpha, a = 18 bohr: -5.83e-04
relative deviation of alpha, a = 28 bohr: 1.61e-06
relative deviation of alpha, a = 36 bohr: 1.31e-07
decay power between 28 and 36 bohr = 9.996
```
